\section*{Energy loss of an ion flying parallel to a Drude metal, part 2}

An ion of charge $Z_1e$ at $(vt,0,z)$ flies at constant speed $v$ and height $z$ above a metal filling $\zeta<0$. We seek its energy loss per length $S$, positive when it slows, and the heights at which the undamped formula \eqref{main} is safe. Units are Gaussian, $e>0$. Fields are electrostatic; the response is linear and local; electrons do not cross the sharp surface.

With electron density $n$, mass $m$, $\omega_p^2=4\pi ne^2/m$ and friction rate $\gamma$, the current density obeys
\begin{equation}
\frac{\partial\mathbf j}{\partial t}+\gamma\,\mathbf j=\frac{\omega_p^2}{4\pi}\,\mathbf E ,
\label{drude}
\end{equation}
In the pressure term below, $\rho$ is charge density; in the wake calculation it is a distance.

Surface points are uncoupled oscillators driven by the ion's normal field $E_{\rm ext}$. Their charge density is
\begin{equation}
\sigma(x,y,t)=\int_0^\infty h(\tau)\,\frac{E_{\rm ext}(x,y,t-\tau)}{2\pi}\,d\tau,
\qquad h(\tau)=\frac{\omega_s^2}{\Omega}\sin(\Omega\tau)\,e^{-\gamma\tau/2}.
\label{history}
\end{equation}
with $\Omega^2=\omega_s^2-\gamma^2/4$.

To an outside potential $e^{Q\zeta}$, times a plane wave of wave number $Q$ along the surface, the metal adds $-g\,e^{-Q\zeta}$ above. With dielectric function $\varepsilon$,
\begin{equation}
g(\omega)=\frac{\varepsilon-1}{\varepsilon+1}
=\frac{-\omega_p^2}{2\omega(\omega+i\gamma)-\omega_p^2}
=\frac{\omega_s^2}{\omega_s^2-\omega^2-i\gamma\omega}.
\label{g}
\end{equation}

The loss and the attraction $A$ towards the metal are
\begin{equation}
S=Z_1^2e^2\int_0^\infty h(\tau)\,
\frac{v\tau}{[(v\tau)^2+4z^2]^{3/2}}\,d\tau .
\label{Stime}
\end{equation}
\begin{equation}
A=Z_1^2e^2\int_0^\infty h(\tau)\,
\frac{2z}{[(v\tau)^2+4z^2]^{3/2}}\,d\tau .
\label{pull}
\end{equation}

For $\gamma\to0$,
\begin{equation}
S=\left(\frac{Z_1e\,\omega_s}{v}\right)^2K_0\!\left(\frac{2\omega_s z}{v}\right),
\qquad \omega_s=\frac{\omega_p}{\sqrt2}.
\label{main}
\end{equation}
\begin{equation}
K_0(u)=\int_0^\infty e^{-u\cosh t}\,dt .
\label{K0}
\end{equation}
For any $\omega>0$,
\begin{equation}
\int_0^\infty\frac{v\tau\,\sin\omega\tau}{[(v\tau)^2+4z^2]^{3/2}}\,d\tau
=\frac{\omega}{v^2}K_0\!\left(\frac{2\omega z}{v}\right).
\label{inner}
\end{equation}

With $u=2\omega_sz/v$ and $K_1=-dK_0/du$, the undamped loss at fixed height is greatest at
\begin{equation}
2K_0(u)=u\,K_1(u),\qquad u=1.553 .
\label{best}
\end{equation}

At $\omega_sz/v=0.7$, $\gamma=0$, the directly simulated force gave $S=0.243655$ in units of $(Z_1e\omega_s/v)^2$.

\subsection{The lost energy stays in the wake}

Let $\gamma=0$ and consider a surface point at lateral distance $y$, long after the ion passed it at $t=0$. By \eqref{history},
\begin{equation}
\sigma=\frac{\omega_s}{2\pi}\int_{-\infty}^{\infty}E_{\rm ext}(t')\sin\omega_s(t-t')\,dt',
\qquad E_{\rm ext}(t')=-\frac{Z_1e\,z}{(v^2t'^2+\rho^2)^{3/2}},
\end{equation}
with $\rho^2=y^2+z^2$. The field is even in $t'$, so the sine reduces to $\sin\omega_st\cos\omega_st'$. The first half gave $\int_{-\infty}^\infty\cos(\omega_st')(v^2t'^2+\rho^2)^{-1/2}dt'=2K_0(q\rho)/v$, with $q=\omega_s/v$. Applying $-\rho^{-1}d/d\rho$ to both sides raises the power to $3/2$ and gives $2qK_1(q\rho)/(v\rho)$. Hence $\sigma=-a(y)\sin\omega_st$ with
\begin{equation}
a(y)=\frac{Z_1e\,\omega_s^2\,z}{\pi v^2\rho}\,K_1(q\rho).
\end{equation}
Points further along the track start later, so the wake is $-a(y)\sin(\omega_st-qx)$.

Its energy is found from its lateral Fourier components. With $Q=\sqrt{q^2+k^2}$,
\begin{equation}
K_0(q\rho)=\frac12\int_{-\infty}^{\infty}\frac{e^{iky-Qz}}{Q}\,dk .
\label{four}
\end{equation}
To prove it, put $k=q\sinh t$, $z=\rho\cos\alpha$ and $y=\rho\sin\alpha$. The exponent becomes $-q\rho\cosh(t-i\alpha)$, and shifting the path by $i\alpha$, with $|\alpha|<\pi/2$, restores \eqref{K0}. Since $\partial K_0(q\rho)/\partial z=-qzK_1(q\rho)/\rho$, the amplitude is $a=-(Z_1e\omega_s/\pi v)\,\partial K_0(q\rho)/\partial z$. Differentiating \eqref{four} gives
\begin{equation}
a(y)=\int\frac{dk}{2\pi}\,\hat a(k)e^{iky},
\qquad \hat a(k)=\frac{Z_1e\,\omega_s}{v}\,e^{-Qz}.
\end{equation}

A surface charge wave of wave number $Q$ has potential $2\pi/Q$ times its density, because the potential falls as $e^{-Q|\zeta|}$ and its slope must jump by $4\pi\sigma$. The electrostatic energy is half the integral of charge times potential, and averaging the squared sine over $x$ gives another half. Per length this is $\frac14\int|\hat a|^2dk/Q$. Each wave is a harmonic oscillator whose potential energy is this electrostatic energy, so the mean kinetic energy of the electrons is equal to it. The total is
\begin{equation}
W=\frac12\int_{-\infty}^{\infty}\frac{|\hat a|^2}{Q}\,dk
=\left(\frac{Z_1e\,\omega_s}{v}\right)^2\frac12\int_{-\infty}^{\infty}\frac{e^{-2Qz}}{Q}\,dk
=\left(\frac{Z_1e\,\omega_s}{v}\right)^2K_0(2qz),
\end{equation}
by \eqref{four} at $y=0$ with $z$ replaced by $2z$. The oscillators are uncoupled, so the energy stays where it was left. Each new length of track adds $W$ per length, and this equals $S$. For $\omega_sz/v=0.7$ a numerical sum over the Fourier components of $a(y)$ gives 0.243655 in units of the prefactor, the same as the force.

\subsection{Damping}

The response $g(\omega)=\int_0^\infty h(\tau)e^{i\omega\tau}d\tau$ has the imaginary part $\int_0^\infty h\sin\omega\tau\,d\tau$. Inverting this sine transform,
\begin{equation}
h(\tau)=\frac2\pi\int_0^\infty{\rm Im}\,g(\omega)\,\sin\omega\tau\,d\omega .
\end{equation}
Insert this in \eqref{Stime} and use \eqref{inner}:
\begin{equation}
S=\frac{2Z_1^2e^2}{\pi v^2}\int_0^\infty\omega\,{\rm Im}\,g(\omega)\,
K_0\!\left(\frac{2\omega z}{v}\right)d\omega,
\quad
{\rm Im}\,g=\frac{\omega_s^2\,\gamma\omega}{(\omega_s^2-\omega^2)^2+\gamma^2\omega^2}.
\label{spec}
\end{equation}
Time-stepping the damped oscillators at $\gamma=0.15\,\omega_s$ and $\omega_sz/v=0.7$ gives a loss of 0.22842, and \eqref{spec} gives 0.22842.

For small $\gamma$ the spectrum has a narrow peak at $\omega_s$, which yields \eqref{main}, and a weak tail ${\rm Im}\,g\approx\gamma\omega/\omega_s^2$ at low frequency. The tail describes ohmic currents dragged along under the ion. Far away, $K_0$ suppresses the peak exponentially and leaves the tail. With $s=2\omega z/v$ the loss becomes
\begin{equation}
S\to\frac{2Z_1^2e^2\gamma}{\pi v^2\omega_s^2}\left(\frac{v}{2z}\right)^3
\int_0^\infty s^2K_0(s)\,ds .
\end{equation}
By \eqref{K0} the integral is $\int_0^\infty 2\cosh^{-3}t\,dt$. The substitution $\sinh t=\tan\theta$ turns it into $2\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/2$. Therefore
\begin{equation}
S\to\frac{Z_1^2e^2\,\gamma\,v}{8\,\omega_s^2\,z^3}
\qquad(z\to\infty,\ \gamma>0\ \text{fixed}).
\label{far}
\end{equation}
At $\omega_sz/v=60$ and $\gamma=0.1\,\omega_s$ the full integral is 1.0012 times this law. The height must be large enough for the peak to have fallen below the tail, and this takes more height the weaker the damping: at $\gamma=10^{-3}\omega_s$ and $\omega_sz/v=5$ the full integral is still 19 times the law. The two limits do not commute: $\gamma\to0$ at fixed height gives $K_0$, whereas $z\to\infty$ at fixed damping gives an inverse cube. Both statements are electrostatic. In the example below, $\omega_sz/v=60$ is 33 nm, beyond the skin depth $c/\omega_p\approx13$ nm. There retardation raises the loss by 12\% for $\hbar\gamma=1$ eV and by about 80\% for $\hbar\gamma=0.1$ eV, so in a real metal the inverse cube can hold only up to heights of order 10 nm.

\subsection{A proton above an aluminium-like metal}

Take a proton of 400 keV at $z=0.5$ nm, a bulk plasmon energy $\hbar\omega_p=15$ eV and a damping energy $\hbar\gamma=1$ eV. The metal parameters are rough typical values for aluminium. The speed is $v=0.0292\,c$, so $\hbar v=5.762$ eV\,nm. Then
\begin{align}
\hbar\omega_s&=15/\sqrt2=10.61\ \text{eV},&
\omega_s/v&=10.61/5.762=1.841\ \text{nm}^{-1},\\
u&=2(1.841)(0.5)=1.841,&
K_0(u)&=0.1387 .
\end{align}
With $e^2=1.44$ eV\,nm the prefactor is $1.44\times1.841^2=4.88$ eV/nm, and
\begin{equation}
S=4.88\times0.1387=0.68\ \text{eV/nm}=0.0013\ \text{hartree/bohr}.
\end{equation}
By \eqref{best} the undamped loss at this height is greatest at $400\,(1.841/1.553)^2\approx560$ keV.

At fixed ion energy, the undamped formula and the damped integral \eqref{spec} compare as follows, in eV/nm.
\begin{center}
\begin{tabular}{ccc}
$z$ (nm) & undamped & damped\\
0.3 & 1.77 & 1.70\\
0.5 & 0.677 & 0.655\\
1.0 & 0.0779 & 0.0827\\
1.5 & 0.0102 & 0.0136\\
2.0 & 0.00141 & 0.00301\\
3.0 & 0.0000291 & 0.000443
\end{tabular}
\end{center}
Damping lowers the loss by 3\% at 0.5 nm and raises it beyond about 0.75 nm. It doubles the loss at 1.95 nm; with $\hbar\gamma=0.1$ eV that height moves to 2.86 nm. At 3 nm equation \eqref{far} gives $1.44\times1\times5.762/(8\times10.61^2\times27)=0.00034$ eV/nm, about three quarters of the full integral, so the inverse cube is not yet reached.

For these parameters the closed function can stand in for \eqref{spec} up to about 1 nm, where damping changes the loss by 6\%. Beyond that, \eqref{spec} is needed if the small distant loss matters. This compares two local formulas only; the treatment of the surface, taken up next, changes the loss at 1 nm by much more than 6\%.

\subsection{Spatial dispersion and the position of the surface}

A real electron gas resists compression. Add a pressure term $-\beta^2\nabla\rho$ to the right of \eqref{drude}, with $\beta^2=\frac35v_F^2$, where $v_F$ is the Fermi velocity, and keep a hard wall at $\zeta=0$. Write $D=\omega(\omega+i\gamma)$ and $w=D/\omega_p^2$. The charge now penetrates as $e^{\Lambda\zeta}$ with $\beta^2(\Lambda^2-Q^2)=\omega_p^2-D$, and the potential inside is $Ae^{Q\zeta}+Be^{\Lambda\zeta}$, with constants $A$ and $B$. Zero normal current at the wall requires $AQ=-w\Lambda B$. Continuity of potential and slope gives
\begin{equation}
1-g=B\left(1-\frac{w\Lambda}{Q}\right),\qquad
1+g=B\,\frac{\Lambda}{Q}(1-w).
\end{equation}
Dividing and solving,
\begin{equation}
g(Q,\omega)=\frac{\Lambda-Q}{\Lambda+Q-2w\Lambda},
\end{equation}
which returns \eqref{g} as $\beta\to0$. In \eqref{spec}, $K_0(2\omega z/v)=\int_0^\infty e^{-2Qz}dt$ with $Q=(\omega/v)\cosh t$ is a sum over surface waves, so $g(Q,\omega)$ goes inside that sum.

The plasmon energy implies 163 electrons per nm$^3$ and $\beta/v=0.173$. The loss at 0.5 nm becomes 0.76 of the local damped value, and the loss at 1 nm becomes 0.66 of it. At $\omega_s$ the charge lies about $\beta/\omega_s=0.173/1.841\approx0.09$ nm below the wall. The resonance also moves: the denominator of $g(Q,\omega)$ vanishes at $2w=1+\Lambda^{-1}Q$, which for weak damping lies above $\omega_s$. How much of the reduction comes from this shift, and how much from a changed strength of the response, was not separated. The hard wall also forbids charge from spilling outward, which can reverse the correction in simple metals. The 24\% is therefore a measure of uncertainty. Moving the effective surface plane by an assumed 0.05 nm gives changes of similar size: the undamped loss rises by 26\% if the plane is nearer and falls by 20\% if it is farther. A shift of 0.085 nm gives a rise of 49\% or a fall of 32\%.

\subsection{Smaller effects}

The attraction \eqref{pull} is 1.21 eV/nm with damping included; the static image force would be 1.44 eV/nm. Under a constant force $A$ an ion of energy $E$ falls by $\delta z=AL^2/4E$ over a length $L$. A fall of 5\% of the height takes
\begin{equation}
L=\sqrt{\frac{4\times400\,000\times0.025}{1.21}}\approx182\ \text{nm},
\end{equation}
over which the ion loses about 123 eV. This length holds only for an ion launched exactly parallel to the surface. At a grazing angle of 5 mrad the same fall takes 5 nm, and a fall of 5\% already raises the loss by 12\%. The straight path is a local approximation, to be applied at the current height.

Electrons leak out of the metal with a density falling roughly as $\exp(-2z\sqrt{2m\Phi}/\hbar)$. For a work function $\Phi=4$ eV this factor is $3.5\times10^{-5}$ at 0.5 nm. Only electrons near the Fermi level and moving almost normal to the surface decay this slowly, so the prefactor can be far below one: a sharp step barrier gives about $3\times10^{-7}$ of the bulk density. The actual value depends on the shape of the barrier. Taking the bare factor as the relative density and treating the collisions there as in a dilute electron gas gives an estimated extra loss of 0.2\% of $S$ with the bulk plasma frequency in the Bethe logarithm, and 0.5\% with the local one.

At 0.5 nm retardation enters at relative order $v^2/c^2=8.5\times10^{-4}$; it grows with height, to 0.3\% at 3 nm and 2\% at 10 nm for $\hbar\gamma=1$ eV. The recoil parameter $\hbar\omega_s/4E$ is $6.6\times10^{-6}$. During the passage an electron moves by about $Z_1e^2/mv^2$, which is 0.7\% of the height, so linear response is reasonable. At fixed $\gamma$, temperature does not change the mean force on linear oscillators, and at 300 K $k_BT$ is in any case 0.0024 of $\hbar\omega_s$.

\subsection{The model beside the real case}

Protons of some hundred keV scattered at grazing angles from clean metal surfaces are the nearest real case. Aluminium suits the model because its bulk plasmon is well defined near 15 eV. Its damping is not one constant: near the plasmon it is about 0.5 to 1 eV, and it falls towards 0.1 eV only well below 1 eV. The off-resonance loss at 2 to 3 nm comes largely from quanta of 1.5 to 6 eV, where interband absorption keeps the effective damping at roughly 0.5 to 1 eV, so the doubling height should lie nearer 2 nm than 3 nm. Of the effects given a size here, the treatment of the surface matters most at 0.5 nm: it moves the loss by 20 to 26\% for the hard wall and for an assumed plane shift of 0.05 nm, and by 30 to 50\% for a shift of 0.085 nm. Scattered ions also come closer than 0.5 nm, into the denser part of the electron tail, which this model leaves out. Interband transitions, an oxide layer and surface steps are left out and not sized. Electron capture is judged here by speed alone: the proton moves at 4.0 times the Bohr speed, which favours a bare ion.

\section*{Numbers as computed}
\begin{verbatim}
TESTS in scaled units
scaled height in simulation: 0.7
simulated undamped loss: 0.243655
K0 formula: 0.243655
wake energy per length: 0.243655
scaled damping in second simulation: 0.15
simulated damped loss: 0.22842
damped frequency integral: 0.22842
far loss / inverse-cube law at scaled height 60: 1.0012
EXAMPLE: proton above an aluminium-like metal (rough parameters)
ion charge number: 1
ion energy: 400 keV
height: 0.5 nm
bulk plasmon energy: 15 eV
damping energy: 1 eV
surface plasmon energy: 10.61 eV
e^2: 1.44 eV nm
ion speed / light speed: 0.0292
ion speed / Bohr speed: 4.001
hbar v: 5.762 eV nm
ws/v: 1.841 1/nm
K0 argument 2 ws z/v: 1.841
K0 value: 0.1387
prefactor (Z e ws/v)^2: 4.879 eV/nm
undamped loss S: 0.6767 eV/nm
undamped loss S, converted: 0.001316 hartree/bohr
damped loss: 0.6549 eV/nm
damped / undamped loss: 0.9678
z = 0.3 nm: undamped 1.77, damped 1.7 eV/nm
z = 1.0 nm: undamped 0.0779, damped 0.0827 eV/nm
z = 1.5 nm: undamped 0.0102, damped 0.0136 eV/nm
z = 2.0 nm: undamped 0.00141, damped 0.00301 eV/nm
z = 3.0 nm: undamped 2.91e-05, damped 0.000443 eV/nm
height where 1 eV damping doubles loss: 1.95 nm
height where 0.1 eV damping doubles loss: 2.86 nm
K0 argument at greatest loss: 1.553
ion energy of greatest loss at this height: 562.3 keV
NEGLECTED EFFECTS
electron density from plasmon energy: 163.2 1/nm^3
pressure-wave speed / ion speed: 0.173
hydrodynamic / local damped loss: 0.763
assumed surface-plane uncertainty: 0.05 nm
loss ratio, plane nearer ion: 1.26
loss ratio, plane farther from ion: 0.797
work function used for electron tail: 4 eV
tail density / bulk density (estimate): 3.5e-05
tail-collision loss / S (estimate): 0.0021
dynamic attraction to surface: 1.21 eV/nm
static image attraction: 1.44 eV/nm
path for 5 percent fall in height: 182 nm
energy lost on that path: 123 eV
retardation (v/c)^2: 0.00085
recoil hbar ws/(4E): 6.6e-06
nonlinearity Z e^2/(m v^2 z): 0.0066
kT/(hbar ws) at 300 K: 0.0024
\end{verbatim}
